# Why a charged slab's energy diverges linearly with vacuum thickness

**Question.** A charged defect sits in a slab that is repeated periodically in all three directions, and a uniform background makes each cell neutral. More vacuum ought to isolate the slab from its images. Why does the energy instead grow linearly, without limit, when vacuum is added at fixed lateral cell size?

**Answer.**

## The mechanism

Let the cell have lateral area $A$ and period $L$ along the surface normal $z$. The slab occupies $|z|<d/2$ and carries net charge $q$ per cell. The background has density $-q/(AL)$ and fills the whole cell, vacuum included. Gaussian units are used, and the cell-averaged potential is set to zero. Since the cell is neutral, that choice does not affect its total electrostatic energy.

Adding vacuum moves the compensating charge away from the slab. The fraction of the background lying in the vacuum is $(L-d)/L$, which tends to one, and its typical distance from the slab grows with $L$. The defect and its periodic copies form a charged sheet of density $q/A$, which does not change when only $L$ grows. The field of a charged sheet does not fall off with distance as that of a point charge does. The arrangement is a capacitor whose second plate is smeared through the vacuum: a longer cell holds more field of the same strength.

Gauss's law makes this quantitative. Take a slab symmetric about $z=0$, so that the laterally averaged field vanishes at mid-vacuum, $z=L/2$. A box of area $A$ reaching from a vacuum point $z>0$ to mid-vacuum contains the background charge $-q(L/2-z)/L$. Flux leaves this box through its lower face alone, where the outward normal is $-z$, so

$$-A\,\mathcal E(z)=-\frac{4\pi q}{L}\left(\frac L2-z\right),\qquad \mathcal E(z)=\frac{2\pi q}{A}\left(1-\frac{2z}{L}\right).$$

Near the slab the field approaches $2\pi q/A$ for large $L$. For a very thin slab, the field energy of the two vacuum halves is

$$2\,\frac{A}{8\pi}\int_0^{L/2}\mathcal E^2dz=\frac{\pi q^2}{A}\int_0^{L/2}\left(1-\frac{2z}{L}\right)^2dz=\frac{\pi q^2}{A}\,\frac L6 .$$

The slope is therefore $\pi q^2/(6A)$, or $q^2/(24\varepsilon_0A)$ in SI units. It is positive for either sign of $q$.

## Why only the lateral average matters

Expand the charge and potential in lateral Fourier components with wavevectors $\mathbf G$. The uniform background contributes only to $\mathbf G=0$. In the vacuum every other component obeys

$$\frac{d^2\phi_{\mathbf G}}{dz^2}=G^2\phi_{\mathbf G},$$

so it decays as $e^{-G|z|}$ away from the slab. Coupling between neighbouring slabs through these components vanishes exponentially with vacuum thickness. What remains is the interaction among lateral images within one slab, which is independent of $L$.

Point charges in vacuum show the separation clearly. For a square lateral cell of side $a$, three-dimensional Ewald sums give $0.144263$ and $1.191460$, in units of $q^2/a$, at $L/a=4$ and $6$. Half the difference is $0.523599$, which agrees with $\pi/6$. Thus, for $L$ well above $a$,

$$E\simeq\frac{q^2}{a}\left(\frac{\pi}{6}\frac La-1.950\right).$$

The negative constant comes from the lateral arrangement. The two terms cancel near $L/a=1.950/0.5236\approx3.72$, so a small total energy at one cell shape is no sign of convergence.

A different limit behaves differently. If the cell grows at fixed shape, $L/a$ is constant and the magnitude of the energy falls as $1/a$; for a cube the energy is $-1.419\,q^2/a$. The divergence belongs to the limit in which $L$ grows while $A$ stays fixed.

## Why the slab cannot screen it

The slab's electrons and ions respond to the field, so one might expect its permittivity to reduce the slope. To see why it does not, let $\lambda(z)$ be the complete charge per unit length in one cell, excluding the background but including all electrons, ions and induced charge. Assume that it is confined to the slab, apart from negligible tails, and define

$$q=\int\lambda\,dz,\qquad p=\int z\lambda\,dz,\qquad Q_2=\int z^2\lambda\,dz.$$

The potential $g(z)$ of a unit charge per cell, spread over a plane at $z=0$ and accompanied by its background, satisfies

$$g''(z)=-\frac{4\pi}{A}\left[\delta(z)-\frac1L\right].$$

Away from the plane $g''=4\pi/(AL)$, and at the plane the slope must drop by $4\pi/A$. Hence

$$g(z)=\frac1A\left[\frac{2\pi z^2}{L}-2\pi|z|+C\right].$$

The slope vanishes at $|z|=L/2$, as periodicity and symmetry require. Over one cell the averages of $z^2$ and $|z|$ are $L^2/12$ and $L/4$. Zero mean potential then requires

$$\frac{\pi L}{6}-\frac{\pi L}{2}+C=0,\qquad C=\frac{\pi L}{3}.$$

The expression holds for separations up to $|z|=L$, because $z^2/L-|z|$ is symmetric about $|z|=L/2$.

The background has no separate energy term: it is uniform and the total potential has zero mean. Its effect on the slab is already in $g$. The planar electrostatic energy is therefore

$$U=\frac12\iint\lambda(z)\lambda(z')g(z-z')\,dz\,dz'.$$

The constant in $g$ gives $\pi q^2L/(6A)$. For the quadratic term,

$$\iint\lambda\lambda'(z-z')^2dz\,dz'=qQ_2-2p^2+Q_2q=2(qQ_2-p^2).$$

Collecting the pieces,

$$U=\frac{\pi q^2L}{6A}-\frac{\pi}{A}\iint\lambda\lambda'|z-z'|\,dz\,dz'+\frac{2\pi}{AL}(qQ_2-p^2).$$

The growing term contains the net charge and nothing else about the slab. Rearranging charge inside the slab leaves $q$ unchanged, so this term exerts no force that could drive a screening response. The second term does not depend explicitly on $L$, and the third decays.

Now minimize the full energy over the internal states of the slab. Up to exponentially small terms, it has the form

$$E(L)=\frac{\pi q^2L}{6A}+\min_s\left[F(s)+\frac{R(s)}{L}\right],\qquad R=\frac{2\pi}{A}(qQ_2-p^2),$$

where $s$ denotes the internal state and $F$ includes kinetic and other internal energies. As long as the minimizing state stays bound and tends smoothly to a limit, the bracket gives $E_0+O(1/L)$. At the minimum, the change of $s$ makes no first-order contribution to the derivative. A symmetric slab has $p=0$, so

$$\frac{dE}{dL}=\frac{\pi q^2}{6A}-\frac{2\pi qQ_2}{AL^2}.$$

This was tested in a self-consistent Hartree model with two electrons bound to a smooth ionic sheet, for $A=2.25\ \mathrm{nm^2}$. Between $L=16$ and $32$ nm the energy grew by $0.00000$, $5.36200$ and $21.43634$ eV for $q/e=0$, $1$ and $2$. Integrating the derivative, with $Q_2$ averaged over the two calculations, gives the same values to the digits shown. Removing the finite-grid error raises the last two values by about $3\times10^{-5}$ and $5\times10^{-5}$ eV. The electrons were free to respond, and the linear term survived.

The formula also identifies the cause. If the compensating charge were confined to the slab, the total slab charge would be zero and the linear term would vanish. The energy would then approach a constant that depends on how that charge was distributed. A net dipole $p$, as left by an off-centre defect, would add the decaying term $-2\pi p^2/(AL)$.

## What the permittivity does change

For a slab of permittivity $\varepsilon$ with the charge on its central plane, Gauss's law fixes the displacement field for $0<z<L/2$:

$$D(z)=\frac{2\pi q}{A}\left(1-\frac{2z}{L}\right).$$

The energy density is $D^2/(8\pi\varepsilon)$ inside the slab and $D^2/(8\pi)$ outside. The two integrals needed are

$$\int_0^{d/2}\left(1-\frac{2z}{L}\right)^2dz=\frac L6\left[1-\left(1-\frac dL\right)^3\right],$$

$$\int_{d/2}^{L/2}\left(1-\frac{2z}{L}\right)^2dz=\frac L6\left(1-\frac dL\right)^3 .$$

Dividing the first by $\varepsilon$, adding the second and multiplying by $\pi q^2/A$ gives

$$U=\frac{\pi q^2}{6AL^2}\left[\frac{L^3}{\varepsilon}+\eta(L-d)^3\right],\qquad \eta=1-\frac1\varepsilon .$$

With $(L-d)^3=L^3-3L^2d+3Ld^2-d^3$, this becomes

$$U=\frac{\pi q^2}{6A}\left[L-3\eta d+\frac{3\eta d^2}{L}-\frac{\eta d^3}{L^2}\right].$$

The permittivity lowers the constant and changes the decaying terms. It leaves the slope alone because the added length is vacuum.

The defect's depth does not change the slope either. Move the charged plane to height $h$ inside the slab, and let $s$ be the distance above it, with $0<s<L$. Then $D=(4\pi q/A)(c-s/L)$. The potential must return to its value after one period, so $\int_0^L(D/\varepsilon)\,ds=0$. Define $W=\int_0^L ds/\varepsilon=L-\eta d$. The slab occupies a length $d/2-h$ at the start of the interval and $d/2+h$ at its end, which gives

$$\int_{\rm slab}\left(s-\frac L2\right)ds=hL-hd=h(L-d).$$

Since $1/\varepsilon(s)$ equals one minus $\eta$ inside the slab, the periodicity condition yields

$$c-\frac12=-\frac{\eta h(L-d)}{LW}.$$

The mean of $D$ on the two sides of the plane is $(4\pi q/A)(c-1/2)$. The force on the plane is $q$ times this mean divided by $\varepsilon$. Integrating minus the force from $0$ to $h$ gives

$$\Delta U=\frac{2\pi q^2\eta h^2(L-d)}{\varepsilon ALW},$$

which vanishes as $1/L$.

## Why the Fermi-level reference cannot cancel it

A defect formation energy also contains $q$ times an electron reference energy, taken here from the band edge of the neutral slab. For a neutral slab with $q=p=0$, the function $g$ gives a vacuum potential of $2\pi Q_2/(AL)$ relative to the cell average. Levels measured from that average therefore shift only as $1/L$. In the neutral Hartree model the level was $-0.31866$, $-0.34777$ and $-0.36232$ eV at $L=8$, $16$ and $32$ nm. The finite grid raises these levels by about $0.0003$ eV but hardly changes their differences. Each doubling of $L$ halves the next shift. The reference term converges and cannot remove a linear growth.

## The number for a silicon-like slab

Take a defect of charge $+e$ at the centre of a slab with $d=2$ nm, $\varepsilon=11.7$ and a lateral cell of $1.5\times1.5\ \mathrm{nm^2}$. With $e^2=1.43996$ eV nm,

$$\frac{\pi e^2}{6A}=\frac{\pi(1.43996)}{6(2.25)}=0.3351\ \mathrm{eV/nm}=5.369\times10^{-11}\ \mathrm{J/m}.$$

Each added nanometre of vacuum eventually costs about a third of an electronvolt. The constant in the planar formula is $-3(0.3351)(0.9145)(2)=-1.839$ eV.

The full electrostatic energy was also computed for a Gaussian charge of width $0.15$ nm, with the lateral components included. From $L=16$ to $24$ nm it rises by $6.0831-3.4738=2.6093$ eV. The linear term alone gives $8(0.3351)=2.681$ eV. The decaying terms account for most of the difference:

$$3(0.3351)(0.9145)(4)\left(\frac1{24}-\frac1{16}\right)=-0.077\ \mathrm{eV},$$

$$-(0.3351)(0.9145)(8)\left(\frac1{24^2}-\frac1{16^2}\right)=+0.005\ \mathrm{eV}.$$

Their sum brings the prediction to $2.609$ eV. At smaller periods the approach to the final slope is slow. From $4$ to $6$ nm the energy rises by $0.4482$ eV, or $0.224$ eV/nm, about one third below the limiting slope. A straight line fitted to short cells would therefore give a wrong slope and a wrong intercept.

Over the whole range from $4$ to $24$ nm, the lateral part changes by only $5\times10^{-9}$ eV. Moving a charged plane $0.6$ nm off centre costs $0.014$ eV at $L=8$ nm and $0.005$ eV at $24$ nm. For a localized charge the lateral components add about $0.006$ eV at both periods, so its energy still depends on depth when $L$ is large, although the slope does not.

## When the charge does not stay in the slab

For positive $q$, the planar field pulls electrons towards the slab. For negative $q$ it pushes them out, and the positive background forms an attractive well at mid-vacuum. The magnitude of the potential difference between slab centre and mid-vacuum follows by integrating $D/\varepsilon$:

$$\Delta\phi=\frac{\pi|q|}{2AL}\left[\frac{L^2}{\varepsilon}+\eta(L-d)^2\right].$$

This also grows linearly. Suppose that an occupied level lies $I=4.5$ eV below vacuum when the planar field is absent, a rough value for a silicon-like slab. Setting $e\Delta\phi=I$ gives $L\approx7.7$ nm, or about $5.7$ nm of vacuum. The estimate neglects the kinetic energy in the vacuum well and the lateral variation of the potential.

A one-electron calculation in the fixed planar potential, with a narrow binding well at the slab centre, brackets this estimate. The ground state lies in the slab at $L=5.76$ nm and in the vacuum at $9.92$ nm. This potential is held fixed as the electron moves. If it responds, each bit of charge that leaves weakens the field, so the charge leaves gradually: a classical electrostatic estimate puts only about 15% of it in the vacuum at $9.92$ nm.

Once electrons can leave, the relaxed energy no longer has to diverge. Let the excess charge spread evenly through the vacuum. It nearly cancels the background there, and the remaining field has magnitude $2\pi|q|d/(AL)$ just outside the surface. It falls linearly to zero at mid-vacuum and, with a further factor $1/\varepsilon$ inside, at the slab centre. Integrating its square gives

$$U_{\rm spread}=\frac{\pi q^2d^2}{6AL^2}\left(L-d+\frac d\varepsilon\right),$$

which is $0.074$ eV at $16$ nm and $0.0395$ eV at $32$ nm. At mean-field level, removing the electrons from the slab costs a finite energy, so this trial state bounds the ground-state energy from above. For a negative slab beyond the spill-out period, the linear law describes a state whose charge is held in place, for instance by a basis with no functions in the vacuum.

## Beside the real case

The permittivity is a rough bulk value for silicon, and a 2 nm slab may respond less strongly. Using $\varepsilon=8$ instead raises the planar energy at $L=16$ nm by $0.07$ eV, while an uncertainty of $0.2$ nm in the effective thickness shifts the constant by about $0.18$ eV. Neither changes the slope. The planar field reaches $3.4$ MV/cm inside the slab, well above silicon's rough bulk breakdown field of $0.3$ MV/cm. However, the potential drop from centre to surface is $0.32$ V, below the rough $1.1$ V corresponding to the bulk gap, so this planar drop alone does not bring valence and conduction states into line. The surface field of $35$ MV/cm in the vacuum may cause nonlinear polarization, which the model omits.

The largest departure from a real device is the charge density. One charge per $2.25\ \mathrm{nm^2}$ is $4.4\times10^{13}\ \mathrm{cm^{-2}}$. At $10^{12}\ \mathrm{cm^{-2}}$ the area per charge is $100\ \mathrm{nm^2}$, and the same formula gives a limiting slope of only $0.0075$ eV/nm. For the same slab in a square cell of side $10$ nm, that limit is approached only once $L$ exceeds the lateral size: the local slope is about $0.006$ eV/nm at $L=8$ nm and $0.007$ eV/nm at $16$ nm. Real compensating charge also sits on dopants, interfaces or electrodes, not uniformly in vacuum. The divergence is thus a property of the periodic model, not a formation energy of the defect. Subtracting $\pi q^2L/(6A)$ removes the growth, but the remaining constant still contains lateral-image and slab-polarization energies, and is not yet the energy of an isolated defect. The numerical output below lists the energies at each period.

## Table of computed values

```
e^2 (Gaussian) = 1.43996 eV nm
lateral side = 1.50 nm, area = 2.250 nm^2
slab thickness = 2.00 nm, permittivity = 11.7 (rough)
slope for charge +1 = 0.33509 eV/nm = 5.3688e-11 J/m
planar constant = -1.8387 eV
Point charge in vacuum, Ewald energy in e^2/a:
  L/a = 1: -1.418649
  L/a = 2: -0.902921
  L/a = 4: 0.144263
  L/a = 6: 1.191460
Ewald slope = 0.52359878, pi/6 = 0.52359878 (e^2/a per L/a)
Ewald constant = -1.950132 e^2/a
Slab energies relative to L = 4 nm (Gaussian width 0.15 nm):
  L (nm), full (eV), planar formula (eV), linear law (eV)
     4    0.0000    0.0000    0.0000
     6    0.4482    0.4489    0.6702
     8    0.9947    0.9956    1.3404
    12    2.2028    2.2041    2.6808
    16    3.4738    3.4753    4.0211
    24    6.0831    6.0847    6.7019
change of lateral part over all L = 5.06e-09 eV
change of full minus planar formula = 1.598 meV
cost of moving sheet by 0.6 nm: L = 8 nm 0.01375 eV, L = 24 nm 0.00468 eV
Hartree model, energy growth from L = 16 to 32 nm:
  q = 0: computed 0.00000 eV, predicted 0.00000 eV
  q = 1: computed 5.36200 eV, predicted 5.36200 eV
  q = 2: computed 21.43634 eV, predicted 21.43634 eV
neutral Hartree level at L = 8, 16, 32 nm: -0.31866, -0.34777, -0.36232 eV
ratio of successive level shifts = 2.0000
At L = 16 nm: largest planar slab field = 3.433 MV/cm
  vacuum field at surface = 35.13 MV/cm
  potential drop, centre to surface = 0.3222 V
  centre to mid-vacuum drop = 12.637 V
  permittivity 8.0 instead: energy change = 0.0700 eV
constant's change for 0.2 nm thickness = 0.1839 eV (size)
negative slab: level depth = 4.5 eV (rough)
  estimated spill-out period = 7.66 nm, vacuum = 5.66 nm
  slab probability at L = 5.76 nm: 1.0000
  slab probability at L = 9.92 nm: 3.33e-24
  spread-charge energy: L = 16 nm 0.0742 eV, L = 32 nm 0.0395 eV
```
